# Seventh-power temperature law for two-phonon hopping between elastically identical sites, part 2

A particle tunnels between interstitial sites $p=1,2$, separated by $\mathbf d$, with equal relaxed energies. We seek its phonon-assisted hopping rate at temperature $T$. The Hamiltonian is

$$H=\sum_q\hbar\omega_q b_q^\dagger b_q+\sum_{p=1,2}|p\rangle\langle p|\sum_q\left(g_q^pb_q+g_q^{p*}b_q^\dagger\right)+J\left(|1\rangle\langle2|+|2\rangle\langle1|\right).$$

Here $b_q$ are phonon operators, $\mathbf q$ is the wave vector, $J$ the tunnelling energy, $P$ the scalar elastic dipole, $V$ the volume, $\rho$ the density, and $c$, $c_t$ the longitudinal and transverse sound speeds. The factors $\hbar$ and $k$ (Boltzmann) are explicit, $n$ is the thermal phonon occupation and $x=\hbar\omega/kT$.

Site $p$ displaces each mode by $D(\beta_p)$, where $D(\beta)=\exp(\beta b^\dagger-\beta^*b)$ and $\beta_p=-g_p^*/\hbar\omega$. With $\Delta_q=(g_q^1-g_q^2)/\hbar\omega$, the spectrum is $F(\omega)=\sum_q|\Delta_q|^2\delta(\omega-\omega_q)$. For scalar dipoles,

$$F(\omega)=\frac{P^2\omega}{2\pi^2\rho\hbar c^5}\left[1-\frac{\sin qd}{qd}\right],$$

and for $qd\ll1$

$$F=A\omega^3,\qquad A=\frac{P^2d^2}{12\pi^2\rho\hbar c^7}.$$

The total rate is the time integral of $C(t)=e^{\phi(t)-\phi(0)}$ times $J^2/\hbar^2$, with

$$\phi(t)=\int_0^\infty d\omega\,F(\omega)\left[(n+1)e^{-i\omega t}+ne^{i\omega t}\right]$$

and $\tilde J=Je^{-\phi(0)/2}$. Removing the coherent zero-phonon term and shifting time by $-i\hbar/2kT$ gives

$$\phi_s(t)=\int_0^\infty d\omega\,\frac{F(\omega)\cos\omega t}{\sinh(\hbar\omega/2kT)},\qquad W=\frac{\tilde J^2}{\hbar^2}\int dt\left[e^{\phi_s(t)}-1\right].$$

This is a hopping rate if a detuning between $\tilde J$ and $kT$ suppresses coherence. For $F=A\omega^3$ the one-phonon (linear) term vanishes; the two-phonon term gives the seventh-power law

$$W_2=2\pi\frac{\tilde J^2}{\hbar^2}A^2\left(\frac{kT}{\hbar}\right)^7I,\qquad I=\int_0^\infty\frac{x^6e^x}{(e^x-1)^2}dx,$$

with $I=16\pi^6/21\approx732.49$. The three-phonon term is smaller by order $A(kT/\hbar)^4$.

If the dipole tensors differ by $\delta P\,\mathrm{diag}(1,-1,0)$, then $F=B\omega$,

$$B=\frac{\delta P^2}{4\pi^2\rho\hbar}\left[\frac{4}{15c^5}+\frac{2}{5c_t^5}\right],$$

and the one-phonon rate is $W_1=2\pi(\tilde J/\hbar)^2BkT/\hbar$.

### Strain also changes the tunnelling energy

Let $J$ become $Je^{\Lambda\epsilon}$, where $\epsilon=\sum_q(a_qb_q+a_q^*b_q^\dagger)$ is the volume strain midway between the sites and $a_q=iq\sqrt{\hbar/(2\rho V\omega)}$. With the sites at $\mp\mathbf d/2$, $g_q^{1,2}=-Pa_qe^{\mp i\mathbf q\cdot\mathbf d/2}$. Hence, at long wavelength,

$$\Delta_q=i\kappa a_q\cos\theta,\qquad \kappa=\frac{Pd}{\hbar c},$$

where $\theta$ is the angle between $\mathbf q$ and $\mathbf d$.

Between relaxed states the hopping operator is $D^\dagger(\beta_2)e^{\Lambda\epsilon}D(\beta_1)$. Its exponents are linear in $b$ and $b^\dagger$, so they combine up to a number that renormalizes $J$. The coefficient of $b_q$ is $\Lambda a_q+\Delta_q$, and that of $b_q^\dagger$ is $\Lambda a_q^*-\Delta_q^*$. Both have squared modulus $|a_q|^2(\Lambda^2+\kappa^2\cos^2\theta)$. Since $\cos^2\theta$ averages to $1/3$, the spectrum is multiplied by $1+3\Lambda^2/\kappa^2$ and the rate by the square of this factor. The power of $T$ is unchanged.

### Sites without an inversion centre

A scalar dipole is the first moment of the forces $\mathbf f_l$ that the particle exerts on host atoms at $\mathbf R_l$ from it. The next moment is

$$\mathbf Q_p(\hat q)=\sum_l\mathbf f_l(\hat q\cdot\mathbf R_l)^2 .$$

It vanishes at a site with an inversion centre, and it cancels between sites related by a translation. Otherwise, expansion of $e^{i\mathbf q\cdot\mathbf R_l}$ to second order gives a site difference proportional to $q^2\,\mathbf e\cdot\mathbf v$, where $\mathbf e$ is the polarization and

$$\mathbf v=P\hat q(\hat q\cdot\mathbf d)+\tfrac12(\mathbf Q_2-\mathbf Q_1).$$

Both terms are of the same order in $q$. Hence $F=A'\omega^3$ still holds, with

$$A'=\frac{1}{4\pi^2\rho\hbar}\sum_s\left\langle\frac{(\mathbf e_s\cdot\mathbf v)^2}{c_s^7}\right\rangle .$$

The sum runs over the three branches and the brackets denote an average over directions. For $\mathbf Q_1=\mathbf Q_2$ and an isotropic medium this returns $A$. The exponent survives, but transverse waves now enter with the weight $c_t^{-7}$.

### A worked case: hydrogen in a tantalum barrier

We take rough parameters in the regime of hydrogen in bcc tantalum: lattice constant $a_0=0.330$ nm, $\rho=16.6$ g/cm³, $P=3$ eV, $c=4100$ m/s, $c_t=2050$ m/s and $\tilde J=0.05$ meV. Neighbouring tetrahedral sites are separated by $d=a_0/(2\sqrt2)=0.1167$ nm. We first use the scalar-dipole formula. In SI units,

$$A=\frac{(4.807\times10^{-19}\times1.167\times10^{-10})^2}{12\pi^2(1.66\times10^4)(1.055\times10^{-34})(4100)^7}=7.79\times10^{-55}\ \mathrm{s^4}.$$

At 20 K, $kT/\hbar=2.618\times10^{12}$ s⁻¹, while $\tilde J/\hbar=7.60\times10^{10}$ s⁻¹. Therefore

$$W_2=2\pi(7.60\times10^{10})^2(7.79\times10^{-55})^2(2.618\times10^{12})^7(732.49)\approx1.36\times10^4\ \mathrm{s^{-1}}.$$

Each site has four neighbours, whose jump vectors sum to zero, so successive jumps are uncorrelated. The diffusion coefficient of this channel is $D=4W_2d^2/6\approx1.2\times10^{-12}$ cm²/s.

The spectrum with the full site phases and a Debye cutoff at 466 K gives a local exponent of 6.996 at 5 K, 6.94 at 20 K and 6.49 at 40 K. The first departure can be derived. Expanding $1-\sin(qd)/(qd)$ one order further multiplies $F^2$ by $1-q^2d^2/10$. The thermal mean of $x^2$ in the rate integral is $8!\,\zeta(8)/[6!\,\zeta(6)]\approx55.3$. With $\hbar c/(kd)=268$ K, the rate relative to the law is

$$1-5.53\left(\frac{T}{268\ \mathrm K}\right)^2,$$

which is 0.969 at 20 K; the full quadrature gives 0.970. At 40 K the quadrature gives 0.85, and the Debye cutoff also contributes. These figures belong to a straight dispersion $\omega=cq$ that reaches 466 K. The cubic elastic constants quoted below give a Debye temperature near 260 K, and a cutoff there lowers the ratios to 0.95 at 20 K and 0.46 at 40 K. Curvature of the dispersion enters at the same order in $q$ and with the opposite sign: for $\omega=(4c/a_0)\sin(qa_0/4)$ the ratio is 1.03 at 5 K and about 1.9 at 20 K. The size and sign of the departure in a real lattice are therefore not fixed by this model.

Other corrections within the scalar model are modest at 20 K. All phonon orders together exceed the two-phonon term by 0.14%. Heating from zero to 20 K changes $\phi(0)$ by $4.8\times10^{-4}$, so $\tilde J$ is nearly constant. With $\kappa=130$ and an assumed $\Lambda=10$, tunnelling modulated by the volume strain raises the rate by 3.6%. The same $\Lambda$ for the stretch along $\mathbf d$ brings in transverse waves and gives about 17%.

### The large correction from the site geometry

Tetrahedral sites in a bcc crystal have no inversion centre. To size the effect, give each of the four nearest host atoms a radial force $f=3P/(4R)$, with $R=\sqrt5a_0/4$. This reproduces the trace of the dipole tensor. We keep the dipole scalar and take only the second moments from these forces.

For sites at $a_0(1/2,1/4,0)$ and $a_0(1/4,1/2,0)$, summation over the four atoms gives

$$\frac{\mathbf Q_2-\mathbf Q_1}{2Pd}=\frac{3\sqrt2}{10}\mathbf m,\qquad
\mathbf m=\begin{pmatrix}\hat q_z^2-\hat q_y^2+2\hat q_x\hat q_y\\ \hat q_x^2-\hat q_z^2-2\hat q_x\hat q_y\\ 2\hat q_z(\hat q_x-\hat q_y)\end{pmatrix}.$$

The mean of $|\mathbf m|^2$ is $8/5$. The longitudinal part is $\hat q\cdot\mathbf m=3(\hat q_x-\hat q_y)(\hat q_z^2+\hat q_x\hat q_y)$, with mean square $24/35$; the transverse part has $8/5-24/35=32/35$. The product of the longitudinal part with the dipole term averages to zero. After multiplication by $(3\sqrt2/10)^2=9/50$ and division by the dipole value $1/3$,

$$\frac{A'}{A}=1+3\cdot\frac{108}{875}+3\cdot\frac{144}{875}\left(\frac{c}{c_t}\right)^7\approx64.6 .$$

Here $(c/c_t)^7=128$, and the transverse term supplies 63.2 of the total. In the long-wave limit the rate is multiplied by about 4200, with $\tilde J$ held fixed. Extrapolated to 20 K, the law would then give roughly $6\times10^7$ s⁻¹. The scalar formula is thus a poor estimate of the prefactor for these sites. The seventh power remains here only because the dipole was kept scalar. Symmetry does not require that: the tetragonal axes of neighbouring sites differ, and the first moments of the same four forces would give the dipole tensors $P\,\mathrm{diag}(1.2,0.6,1.2)$ and $P\,\mathrm{diag}(0.6,1.2,1.2)$. Then $\delta P=0.6P$, and the leading rate at low temperature would be the one-phonon rate, linear in $T$; higher phonon orders add 2% to it at 5 K and 40% at 20 K. The estimates below keep the scalar dipole. The temperature window shrinks, because at equal frequency the transverse wave number is twice the longitudinal one, and because the host atoms lie farther from the particle than the next site does. The first finite-wavelength correction to the rate is about 5% at 5 K. It grows as $T^2$ and is of order one at 20 K, so the seventh power is limited to a few kelvin and the 20 K value shows only the scale of the effect. This estimate again assumes straight dispersion. In the same extrapolation the three-phonon correction, which is proportional to $A$, grows to about 9% at 20 K.

Cubic elasticity, with $C_{11}$, $C_{12}$ and $C_{44}$ of 265, 160 and 85 GPa, multiplies the scalar rate by 1.9 relative to the isotropic value at $c=4100$ m/s. Two effects oppose each other here. The quasi-longitudinal branch, which is faster on average (about 4190 m/s), would alone give 0.75; the rise comes from the quasi-transverse branches, which anisotropy couples to the scalar dipole. With the second force moments also included, the factor in the long-wave limit is about 4100. The scalar formula is also sensitive to the sound speed: a value 5% lower doubles the rate.

### Competing channels

A detuning $\varepsilon$ allows a one-phonon hop. If the final site is higher, the absorption term in $\phi$ gives the rate $2\pi(\tilde J/\hbar)^2F(\varepsilon/\hbar)n(\varepsilon/\hbar)$. At 20 K and $\varepsilon=0.29$ meV it equals the scalar two-phonon rate calculated for zero detuning. This is below $kT=1.72$ meV but only about six times $\tilde J$, so in the scalar model the range in which detuning suppresses coherence while two-phonon hopping still leads is narrow. The crossover detuning falls about as $T^3$ and is only $0.7\tilde J$ at 10 K, so the range is closed at and below that temperature. With second force moments it is $0.7\tilde J$ at 5 K: at the few kelvin where the seventh power holds, it is not the leading hopping rate for these parameters. For equal energies but unequal dipoles, $\delta P=5.8$ meV, about 0.2% of $P$, is enough to make the one-phonon rate equal to the scalar two-phonon rate.

Conduction electrons open a further channel. Represent them by an ohmic spectrum $F_{\rm el}=2K/\omega$ with small $K$. At long times $2n+1\approx2kT/\hbar\omega$, and the loss of phase in the exponent of $C$ is

$$\frac{4KkT}{\hbar}\int_0^\infty\frac{1-\cos\omega t}{\omega^2}d\omega=\frac{2\pi KkT}{\hbar}|t|\equiv\gamma|t| .$$

The time integral of $e^{-\gamma|t|}$ is $2/\gamma$, so the electronic rate is approximately $2(\tilde J/\hbar)^2/\gamma$, where $\tilde J$ now includes the electronic dressing. For an assumed $K=0.05$ at 20 K, $\gamma=8.2\times10^{11}$ s⁻¹ and the rate is $1.4\times10^{10}$ s⁻¹. It exceeds the scalar two-phonon rate by a factor of $10^6$, and the extrapolated rate with second force moments by about 250. The two channels do not simply add. With the electronic loss of phase in the time integral, the term linear in $\phi_s$ no longer integrates to zero: it varies roughly as $KT^3$ and is about 24 times the scalar two-phonon term at 20 K.

### Beside the real material

Tantalum is used as a diffusion barrier for copper, and the lattice constant and density above are close to those of its bcc phase. The values of $\tilde J$, $K$ and $\Lambda$ are order-of-magnitude choices, and the four-atom force model is a sizing device. The phonon model also leaves out the conduction electrons of a normal metal, which for the assumed $K$ raise the hopping rate at 20 K by the factors just given. Real films also contain defects and strain that detune the sites. Barriers work near or above room temperature, where the two-phonon term alone is not sufficient: at 300 K the scalar model has $\phi_s(0)\approx4.0$, so higher phonon orders matter. The $T^7$ term is therefore one low-temperature channel of the model, and these numbers do not predict hydrogen transport in a working barrier. The numerical output lists the values at the other temperatures.

## Computed results

```
INPUTS (rough, regime of H in bcc Ta)
lattice constant = 0.330 nm
site distance d = 0.1167 nm
mass density = 16.6 g/cm3
longitudinal, transverse speed = 4100, 2050 m/s
elastic dipole P = 3.00 eV
dressed tunnelling element = 0.050 meV
electron coupling K = 0.050 (dimensionless)
d ln J/d strain = 10.0 (dimensionless)
cubic C11, C12, C44 = 265, 160, 85 GPa
INTERMEDIATE VALUES
longitudinal Debye temperature = 466.0 K
hbar c/(kB d) = 268.4 K
A in F = A w^3: 7.7884e-55 s^4
thermal integral from time domain = 732.4870
closed form 16 pi^6/21 = 732.4870
phi(0) at T = 0: 2.441 (dimensionless)
RATES: T (K), T^7 law (1/s), full/law, local exponent
    5  8.2971e-01  0.9981  6.996
   10  1.0620e+02  0.9924  6.985
   20  1.3594e+04  0.9700  6.939
   30  2.3227e+05  0.9308  6.827
   40  1.7400e+06  0.8515  6.494
   60  2.9730e+07  0.5681  5.412
D at 20 K, 4 neighbours = 1.234e-12 cm2/s
NEGLECTED EFFECTS at 20 K
electron-assisted rate = 1.403e+10 1/s
electron rate / T^7 rate = 1.032e+06
electron phase-loss rate = 8.226e+11 1/s
coherent frequency J/hbar = 7.596e+10 1/s
dipole difference for equal 1-phonon rate = 5.8465 meV
detuning for equal 1-phonon rate = 0.2947 meV
thermal energy kT = 1.7235 meV
kappa = P d/(hbar c) = 129.70 (dimensionless)
rate factor, strain-modulated tunnelling = 1.0360
rate factor, cubic elasticity = 1.889
rate factor, second force moments = 4168.731
rate factor, both together = 4089.966
rate factor, sound speed 5% lower = 2.051
all phonon orders / two-phonon = 1.00139
thermal change of phi(0) = 4.755e-04
shifted phi(0) at 300 K = 3.995 (dimensionless)
```
